# When does the second subband of a quantum well begin to fill?: verification in Python

```python
"""Onset of second-subband filling in a hard-wall quantum well at T = 0.

Result under test: n_c = (m/(pi hbar^2)) (E2 - E1) = 3 pi / (2 L^2),
where L is the well width, m the effective mass, E1 and E2 the subband
bottoms. Spin factor 2, one isotropic valley, independent electrons.
Also tested: unequal masses, nonparabolicity, finite barriers,
electrostatics, unscreened exchange and temperature.
Internal units: eV and nm; sheet densities in nm^-2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/(2 m_e), eV nm^2
COUL = const.e / const.epsilon_0 * 1e9                   # e^2/epsilon_0, eV nm
KB = const.k / const.e                                   # eV/K
TO_1E12 = 1e14 / 1e12                                    # nm^-2 to 1e12 cm^-2

width, mass = 10.0, 0.067
barrier, barrier_mass = 0.25, 0.09      # rough typical values
band_gap, permittivity = 1.5, 12.9      # rough typical values
monolayer = 0.28                        # rough typical value, nm

E1 = KIN * np.pi**2 / (mass * width**2)
E2 = 4 * E1
gap = E2 - E1
dos = mass / (2 * np.pi * KIN)
n_c = 3 * np.pi / (2 * width**2)
k_fermi = np.sqrt(3) * np.pi / width


def hard_wall_states(potential, mass_z, count=2):
    """Finite-difference states; potential is given on a grid with both walls."""
    h = width / (len(potential) - 1)
    t = KIN / (mass_z * h**2)
    inner = potential[1:-1]
    energy, vec = eigh_tridiagonal(2 * t + inner, -t * np.ones(len(inner) - 1),
                                   select='i', select_range=(0, count - 1))
    return energy, np.pad(vec, ((1, 1), (0, 0))) / np.sqrt(h)


# --- Threshold by explicit counting of states in a periodic square box ---
box = 1500.0
index = np.arange(-250, 251)
k_squared = (2 * np.pi / box)**2 * (index[:, None]**2 + index[None, :]**2).ravel()
flat = np.zeros(602)
for mass_z, mass_p in [(0.067, 0.067), (0.2, 0.2), (0.2, 0.067), (0.067, 0.2)]:
    level, _ = hard_wall_states(flat, mass_z)
    below = np.count_nonzero(level[0] + KIN * k_squared / mass_p < level[1])
    counted = 2 * below / box**2
    expected = 3 * np.pi / (2 * width**2) * mass_p / mass_z
    assert abs(counted / expected - 1) < 5e-3   # ragged edge of the disc of points
    if mass_z == mass_p == mass:
        n_counted = counted
        assert np.allclose(level, [E1, E2], rtol=1e-4)
assert abs(dos * gap / n_c - 1) < 1e-10

# --- Above threshold: fill the lowest states and see where electrons go ---
level, _ = hard_wall_states(flat, mass, 3)
all_energy = np.concatenate([e + KIN * k_squared / mass for e in level])
subband = np.repeat([1, 2, 3], len(k_squared))
orbitals = int(round(1.2 * n_c * box**2 / 2))
filled = subband[np.argsort(all_energy)[:orbitals]]
n2_filled = 2 * np.count_nonzero(filled == 2) / box**2
assert abs(n2_filled / (0.1 * n_c) - 1) < 0.03
assert not np.any(filled == 3)

# --- Isotropic nonparabolic band: E (1 + E/band_gap) = hbar^2 k^2/(2m) ---
kane1, kane2 = [band_gap / 2 * (np.sqrt(1 + 4 * e / band_gap) - 1) for e in (E1, E2)]
n_kane = quad(lambda e: dos * (1 + 2 * e / band_gap), kane1, kane2)[0]
assert abs(n_kane / n_c - 1) < 1e-9


# --- Finite barriers: matching of psi and psi'/m ---
def matched_level(height, odd):
    def mismatch(q):
        kappa = np.sqrt(barrier_mass * (height - KIN * q**2 / mass) / KIN)
        s, c = np.sin(q * width / 2), np.cos(q * width / 2)
        if odd:
            return q / mass * c + kappa / barrier_mass * s
        return q / mass * s - kappa / barrier_mass * c
    low = np.pi / width if odd else 1e-9
    high = 2 * np.pi / width if odd else np.pi / width
    return KIN * brentq(mismatch, low, high)**2 / mass


def first_subband(k):
    height = barrier + KIN * k**2 * (1 / barrier_mass - 1 / mass)
    return KIN * k**2 / mass + matched_level(height, False)


def finite_well_grid(k):
    """Variable-mass finite differences: 40 nm domain, walls on grid nodes."""
    h, node = 0.02, np.arange(1, 2000)
    distance = np.abs(node - 1000)
    outside = np.where(distance > 250, 1.0, np.where(distance == 250, 0.5, 0.0))
    inverse_mass = (1 - outside) / mass + outside / barrier_mass
    link = np.arange(0, 2000) + 0.5
    t = KIN / h**2 / np.where(np.abs(link - 1000) < 250, mass, barrier_mass)
    diagonal = t[:-1] + t[1:] + barrier * outside + KIN * k**2 * inverse_mass
    return eigh_tridiagonal(diagonal, -t[1:-1], eigvals_only=True,
                            select='i', select_range=(0, 1))


F1, F2 = first_subband(0.0), matched_level(barrier, True)
k_finite = brentq(lambda k: first_subband(k) - F2, 0.01, 0.7)
n_finite = k_finite**2 / (2 * np.pi)
assert np.allclose(finite_well_grid(0.0), [F1, F2], rtol=1e-3)
assert abs(finite_well_grid(k_finite)[0] / F2 - 1) < 1e-3
assert n_finite < n_c

# --- Electrostatics: electrons in subband 1, donors outside the well ---
z = np.linspace(0, width, 402)


def electrostatic_energy(profile, sheet, two_sided):
    strength = COUL * sheet / permittivity
    enclosed = cumulative_trapezoid(profile, z, initial=0)
    slope = strength * ((0.5 if two_sided else 1.0) - enclosed)
    return cumulative_trapezoid(slope, z, initial=0)


bare, wave = hard_wall_states(np.zeros_like(z), mass)
small = 1e-4
shifted, _ = hard_wall_states(electrostatic_energy(wave[:, 0]**2, small, True), mass)
slope_numeric = ((shifted[1] - shifted[0]) - (bare[1] - bare[0])) / small
slope_formula = -5 * COUL * width / (16 * np.pi**2 * permittivity)
assert abs(slope_numeric / slope_formula - 1) < 5e-3
hartree_shift = slope_formula * n_c


def self_consistent_threshold(two_sided):
    profile, sheet = wave[:, 0]**2, n_c
    for _ in range(400):
        energy, state = hard_wall_states(
            electrostatic_energy(profile, sheet, two_sided), mass)
        new_sheet = dos * (energy[1] - energy[0])
        new_profile = state[:, 0]**2
        error = max(abs(new_sheet / sheet - 1),
                    np.max(np.abs(new_profile - profile)) * width)
        if error < 1e-7:
            break
        sheet += 0.3 * (new_sheet - sheet)
        profile = profile + 0.3 * (new_profile - profile)
    assert error < 1e-7
    return sheet, energy[1] - energy[0]


n_two, gap_two = self_consistent_threshold(True)
n_one, gap_one = self_consistent_threshold(False)
field_two = COUL * n_two / (2 * permittivity) * 10     # V/nm to MV/cm
field_one = COUL * n_one / permittivity * 10

# --- Unscreened exchange to first order at the hard-wall threshold ---
coulomb = COUL / (4 * np.pi * permittivity)
zm = (np.arange(200) + 0.5) * width / 200
phi1 = np.sqrt(2 / width) * np.sin(np.pi * zm / width)
phi2 = np.sqrt(2 / width) * np.sin(2 * np.pi * zm / width)
separation = np.abs(zm[:, None] - zm[None, :])
q_table = np.linspace(0, 2 * k_fermi, 161)
form11, form12 = [], []
for q in q_table:
    kernel = np.exp(-q * separation) * (width / 200)**2
    form11.append(phi1**2 @ kernel @ phi1**2)
    form12.append((phi1 * phi2) @ kernel @ (phi1 * phi2))


def F11(q):
    return np.interp(q, q_table, form11)


def F12(q):
    return np.interp(q, q_table, form12)


qm = (np.arange(4000) + 0.5) / 4000
sigma1 = -coulomb / np.pi * 2 * k_fermi * np.mean(
    np.arccos(qm) * F11(2 * k_fermi * qm))
sigma2 = -coulomb * k_fermi * np.mean(F12(k_fermi * qm))
cells = 1000
axis = ((np.arange(cells) + 0.5) * 2 / cells - 1) * k_fermi
kx, ky = np.meshgrid(axis, axis)
inside = kx**2 + ky**2 < k_fermi**2
kx, ky = kx[inside], ky[inside]
area = (2 * k_fermi / cells)**2
for k0, form, value in [(k_fermi, F11, sigma1), (0.0, F12, sigma2)]:
    q = np.hypot(kx - k0, ky)
    direct = -np.sum(2 * np.pi * coulomb / q * form(q)) * area / (4 * np.pi**2)
    assert abs(direct / value - 1) < 0.01   # coarse cells near the 1/q singularity
exchange_shift = sigma2 - sigma1


# --- Temperature at fixed total density n_c ---
def thermal_density(mu, bottom, temperature):
    kt = KB * temperature
    return dos * kt * np.logaddexp(0, (mu - bottom) / kt)


def upper_share(temperature):
    bottoms = E1 * np.arange(1, 7)**2
    mu = brentq(lambda m: sum(thermal_density(m, b, temperature)
                              for b in bottoms) - n_c, 0, 2 * E2)
    return mu, thermal_density(mu, E2, temperature) / n_c


mu300, share300 = upper_share(300.0)
mu77, share77 = upper_share(77.0)
kt = KB * 300
direct = quad(lambda e: dos / (np.exp((e - mu300) / kt) + 1), E2, E2 + 40 * kt)[0]
assert abs(direct / (share300 * n_c) - 1) < 1e-6

n_wider = 3 * np.pi / (2 * (width + monolayer)**2)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("well width L", width, "nm")
show("effective mass", mass, "m_e")
show("hbar^2/(2 m_e)", KIN, "eV nm^2", 5)
show("hard wall E1", E1, "eV")
show("hard wall E2 (Fermi level at threshold)", E2, "eV")
show("hard wall E2 - E1", gap, "eV")
show("density of states per subband", dos * TO_1E12, "1e12 cm^-2/eV")
show("Fermi wave number at threshold", k_fermi, "nm^-1")
show("threshold density n_c, formula", n_c * TO_1E12, "1e12 cm^-2")
show("threshold density, counted box states", n_counted * TO_1E12, "1e12 cm^-2")
show("n2/n_c when n = 1.2 n_c, counted", n2_filled / n_c, "", 3)
show("band gap used (rough)", band_gap, "eV")
show("nonparabolic E1", kane1, "eV")
show("nonparabolic E2", kane2, "eV")
show("nonparabolic threshold density", n_kane * TO_1E12, "1e12 cm^-2")
show("barrier height used (rough)", barrier, "eV")
show("barrier mass used (rough)", barrier_mass, "m_e")
show("barrier minus hard wall E2", barrier - E2, "eV", 3)
show("finite barrier E1", F1, "eV")
show("finite barrier E2", F2, "eV")
show("finite barrier Fermi wave number", k_finite, "nm^-1")
show("finite barrier threshold density", n_finite * TO_1E12, "1e12 cm^-2", 3)
show("finite barrier change of threshold", 100 * (n_finite / n_c - 1), "%", 3)
show("relative permittivity used (rough)", permittivity, "")
show("first-order electrostatic gap shift at n_c", hartree_shift, "eV", 3)
show("two-sided doping, self-consistent gap", gap_two, "eV", 3)
show("two-sided doping, threshold density", n_two * TO_1E12, "1e12 cm^-2", 3)
show("two-sided doping, field at each wall", field_two, "MV/cm", 3)
show("one-sided doping, self-consistent gap", gap_one, "eV", 3)
show("one-sided doping, threshold density", n_one * TO_1E12, "1e12 cm^-2", 3)
show("one-sided doping, field at donor-side wall", field_one, "MV/cm", 3)
show("exchange shift of subband 1 at k_F", sigma1, "eV", 3)
show("exchange shift of subband 2 at k = 0", sigma2, "eV", 3)
show("exchange change of separation", exchange_shift, "eV", 3)
show("same, as density (first order)", dos * exchange_shift * TO_1E12,
     "1e12 cm^-2", 3)
show("thermal energy at 300 K", kt, "eV", 3)
show("share in subband 2 at n_c, 77 K", 100 * share77, "%", 3)
show("share in subband 2 at n_c, 300 K", 100 * share300, "%", 3)
show("monolayer used (rough)", monolayer, "nm")
show("threshold for one monolayer more", n_wider * TO_1E12, "1e12 cm^-2", 3)
print("no test failed")
```

Output:

```
well width L: 10 nm
effective mass: 0.067 m_e
hbar^2/(2 m_e): 0.0381 eV nm^2
hard wall E1: 0.05612 eV
hard wall E2 (Fermi level at threshold): 0.2245 eV
hard wall E2 - E1: 0.1684 eV
density of states per subband: 27.99 1e12 cm^-2/eV
Fermi wave number at threshold: 0.5441 nm^-1
threshold density n_c, formula: 4.712 1e12 cm^-2
threshold density, counted box states: 4.712 1e12 cm^-2
n2/n_c when n = 1.2 n_c, counted: 0.0999
band gap used (rough): 1.5 eV
nonparabolic E1: 0.05417 eV
nonparabolic E2: 0.1983 eV
nonparabolic threshold density: 4.712 1e12 cm^-2
barrier height used (rough): 0.25 eV
barrier mass used (rough): 0.09 m_e
barrier minus hard wall E2: 0.0255 eV
finite barrier E1: 0.03069 eV
finite barrier E2: 0.1204 eV
finite barrier Fermi wave number: 0.399 nm^-1
finite barrier threshold density: 2.53 1e12 cm^-2
finite barrier change of threshold: -46.2 %
relative permittivity used (rough): 12.9
first-order electrostatic gap shift at n_c: -0.0209 eV
two-sided doping, self-consistent gap: 0.151 eV
two-sided doping, threshold density: 4.21 1e12 cm^-2
two-sided doping, field at each wall: 0.296 MV/cm
one-sided doping, self-consistent gap: 0.165 eV
one-sided doping, threshold density: 4.61 1e12 cm^-2
one-sided doping, field at donor-side wall: 0.647 MV/cm
exchange shift of subband 1 at k_F: -0.0214 eV
exchange shift of subband 2 at k = 0: -0.00786 eV
exchange change of separation: 0.0135 eV
same, as density (first order): 0.379 1e12 cm^-2
thermal energy at 300 K: 0.0259 eV
share in subband 2 at n_c, 77 K: 1.9 %
share in subband 2 at n_c, 300 K: 7.38 %
monolayer used (rough): 0.28 nm
threshold for one monolayer more: 4.46 1e12 cm^-2
no test failed
```
